# Valley Imbalance in Silicon from Small Random Strain near 10 K

## A ratio that changes on cooling

Take silicon whose regions carry random uniaxial strain differences of rms size one part in ten thousand. In each region, record the fraction of free electrons in the two conduction valleys on the strain axis. Without strain this share is $1/3$. In the model below, its rms deviation from $1/3$ is 0.0077 at 300 K and 0.0232 at 100 K: a threefold reduction in temperature gives a threefold larger imbalance. Cooling from 20 K to 10.4 K raises the reciprocal temperature by a factor 1.92, but the deviation goes from 0.112 to 0.197, a factor of 1.76.

The first pair of numbers shows an inverse-temperature law, and the second shows its first correction. The derivation below shows that both are governed by one temperature scale, about 10 K for this strain. The imbalance grows gradually through it, so it is not a sharp threshold.

## The valley splitting

Silicon has six equivalent conduction valleys, in pairs along the cube axes $x,y,z$. Tensile strain is counted positive. Consider a valley on the $z$ axis. Its minimum is nondegenerate apart from spin, so its linear energy shift must be a scalar under the crystal operations that leave the valley in place.

The mirror $x\to-x$ reverses $\varepsilon_{xy}$ and $\varepsilon_{xz}$; the mirror $y\to-y$ reverses $\varepsilon_{yz}$. No shear component can therefore appear at first order. A quarter turn about $z$ exchanges $\varepsilon_{xx}$ and $\varepsilon_{yy}$, which must have equal coefficients. What remains is

$$
E_z=a\,\varepsilon_{zz}+b(\varepsilon_{xx}+\varepsilon_{yy})
=b\,\mathrm{Tr}\,\varepsilon+(a-b)\varepsilon_{zz}.
$$

With the usual names $\Xi_d=b$ and $\Xi_u=a-b$, cubic symmetry gives for a valley on axis $i$

$$
E_i=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\varepsilon_{ii}.
$$

Let the strain axis be $z$, with $\varepsilon_{xx}=\varepsilon_{yy}$ and $\delta=\varepsilon_{zz}-\varepsilon_{xx}$. The trace term is common to all valleys and cancels:

$$
\Delta=E_z-E_x=\Xi_u\delta .
$$

For $\Xi_u>0$, relative compression along $z$ ($\delta<0$) lowers the $z$ pair and fills it. Relative stretching empties it.

This form was tested with a local-pseudopotential band calculation. Three strains with diagonals $(0,0,\delta)$, $(-\delta/3,-\delta/3,2\delta/3)$ and $(-\delta,-\delta,0)$ share the same $\delta=10^{-4}$ but have different traces. Their splittings agree to a relative spread of $1.3\times10^{-4}$. The calculation gives $\Xi_u=10.4$ eV without any fit to strain data; it omits spin-orbit coupling and interpolates the potential by a quadratic in the squared wavevector. A cubic interpolation with a value between $-0.55$ and $-0.70$ Ry at zero wavevector lowers the result by roughly 0.1 to 0.4 eV, so its last digit is not significant. The example below uses the rough round value 9 eV.

## From splitting to population

Assume that the free electrons are nondegenerate and in equilibrium among the valleys. Let $E_i$ be the energy of a valley minimum and $\mu$ the chemical potential. The density in one valley, including two spins, is

$$
n_i=2e^{(\mu-E_i)/k_BT}\int\frac{d^3k}{(2\pi)^3}
\exp\left[-\frac{\hbar^2}{2k_BT}\left(\frac{k_\parallel^2}{m_l}+\frac{k_{\perp1}^2+k_{\perp2}^2}{m_t}\right)\right].
$$

Each direction contributes a Gaussian integral $\sqrt{2\pi mk_BT}/\hbar$ with its own mass. Hence

$$
n_i=N_v e^{(\mu-E_i)/k_BT},\qquad
N_v=2\left(\frac{2\pi m_dk_BT}{h^2}\right)^{3/2},\qquad
m_d=(m_lm_t^2)^{1/3}.
$$

The mass is anisotropic, but $m_d$ is the same for every valley, so $N_v$ cancels in population ratios. Define $x=\Delta/k_BT$. The two valleys on the strain axis each have weight $e^{-x}$ and the other four have weight 1. The share of the axis pair is

$$
f(x)=\frac{2e^{-x}}{2e^{-x}+4}=\frac{1}{1+2e^x}.
$$

The population ratio per valley, fuller to emptier, is $r=e^{|x|}$. Taking the logarithm and solving for temperature gives

$$
T_r=\frac{\Xi_u|\delta|}{k_B\ln r}.
$$

The choice $r=e$ defines the scale

$$
T_s=\frac{\Xi_u|\delta|}{k_B}.
$$

For the example, $\Delta=9\ \mathrm{eV}\times10^{-4}=0.900$ meV in magnitude, and division by $k_B$ gives $T_s=10.4$ K. At this temperature the axis pair holds 0.576 of the electrons if its axis is compressed and 0.155 if it is stretched. This is a strong imbalance. A factor of 2 per valley is reached at 15.1 K, and a ratio of 1.1 already at 110 K. The scale $T_s$ thus marks a population ratio of $e$, not the onset of imbalance.

## Weak strain: the leading law

For $|x|\ll1$, write $D(x)=f(x)-1/3$ and expand about zero. Differentiation of $f$ gives

$$
f'=-\frac{2e^x}{(1+2e^x)^2}=-f(1-f).
$$

Differentiating again by the chain rule,

$$
f''=-(1-2f)f'=(1-2f)f(1-f),
$$

$$
f'''=(1-6f+6f^2)f'.
$$

At $x=0$, $f=1/3$. The three derivatives are therefore $-2/9$, $2/27$ and $(-1/3)(-2/9)=2/27$. Division by $1!$, $2!$ and $3!$ yields

$$
D(x)=-\frac{2x}{9}+\frac{x^2}{27}+\frac{x^3}{81}+O(x^4).
$$

The linear term has a simple origin. A small energy shift changes the share by minus the shift over $k_BT$, times the variance $\frac13(1-\frac13)=\frac29$ of the variable "is the electron in the axis pair".

The quadratic term is positive for either sign of strain. At $T_s$ the mean of the two shares is $(0.576+0.155)/2=0.366$, which exceeds $1/3$ by 0.032; the quadratic term alone gives $1/27=0.037$.

## Random strain and the first correction

Now let $\delta$ vary between regions as a Gaussian variable of zero mean and rms value $\delta_0=10^{-4}$. From here on $T_s=\Xi_u\delta_0/k_B$, and $x$ is Gaussian with rms value

$$
s=\frac{\Xi_u\delta_0}{k_BT}=\frac{T_s}{T}.
$$

Each region has equal weight in the averages. The imbalance is measured by $R(s)=\sqrt{\langle D^2\rangle}$. Squaring the expansion through fourth order gives

$$
D^2=\frac{4x^2}{81}-\frac{4x^3}{243}
+\left(\frac{1}{729}-\frac{4}{729}\right)x^4+O(x^5).
$$

In the fourth-order bracket, the first number is the square of the quadratic term and the second is twice the product of the linear and cubic terms. Their sum is $-1/243$. The Gaussian moments are $\langle x^2\rangle=s^2$, $\langle x^4\rangle=3s^4$, and zero for odd powers. Hence

$$
\langle D^2\rangle=\frac{4s^2}{81}-\frac{s^4}{81}+O(s^6)
=\frac{4s^2}{81}\left[1-\frac{s^2}{4}+O(s^4)\right].
$$

Taking the square root, with $\sqrt{1-u}=1-u/2+O(u^2)$,

$$
R(s)=\frac{2s}{9}\left[1-\frac{s^2}{8}+O(s^4)\right].
$$

In terms of temperature,

$$
R\simeq\frac{2T_s}{9T}\left(1-\frac{T_s^2}{8T^2}\right).
$$

The correction is negative because, in the fourth-order bracket, the product of the linear and cubic terms outweighs the square of the quadratic term. Since a share is bounded by 0 and 1, $R$ must also fall below the linear law at large $s$, but that bound alone does not fix the sign of the first correction. The table compares both approximations with the full Gaussian average.

| $T$ (K) | leading | corrected | full |
|---:|---:|---:|---:|
| 100 | 0.0232 | 0.0232 | 0.0232 |
| 50 | 0.0464 | 0.0462 | 0.0462 |
| 20 | 0.116 | 0.112 | 0.112 |
| 10.4 | 0.222 | 0.194 | 0.197 |
| 4 | 0.58 | 0.09 | 0.35 |

At $T_s$ the leading law is 13% too high relative to the full result, while the corrected law is within 2%. At 4 K, $s=2.61$ and the correction is 85% of the leading term, so the expansion is unusable there.

The opening numbers now follow. Between 300 K and 100 K the correction is negligible. Between 20 K and 10.4 K the correction factor falls from 0.966 to 0.875, which turns the ratio 1.92 into 1.74, close to the full value 1.76.

The series is asymptotic, not convergent. The function $f$ has poles where $2e^x=-1$, and the nearest lie at $x=-\ln2\pm i\pi$, a distance 3.2 from the origin. The Taylor series of $D^2$ has this finite radius, whereas Gaussian moments grow factorially with order. Adding more terms at fixed $s$ eventually makes the result worse.

### Temperature for a chosen imbalance

Suppose that an rms share deviation $d$ counts as noticeable. Put $s_0=9d/2$, the solution of the leading equation $2s/9=d$. The corrected equation is $s(1-s^2/8)=s_0$, and replacing $s$ by $s_0$ in the small term gives $s\simeq s_0(1+s_0^2/8)$. Since $T=T_s/s$,

$$
T_d\simeq\frac{T_s}{s_0}\left(1-\frac{s_0^2}{8}\right)
=T_s\left(\frac{2}{9d}-\frac{9d}{16}\right).
$$

For $d=0.10$ this is $23.2-0.6=22.6$ K, equal to the full solution at this precision. For $d=0.01$ it is 232 K. A tenfold stricter criterion raises the temperature about tenfold, as an inverse law requires.

### The average over regions

If the strain axis is equally likely to be $x$, $y$ or $z$, exchanging the axes leaves the ensemble unchanged. The three mean shares are equal and sum to one, so each is $1/3$. Random strain then produces local imbalance without a mean imbalance. A random sample at $T_s$ gave means of 0.3335, 0.3331 and 0.3334, with an rms deviation of 0.197 on the local strain axis.

The case of one common axis is different. The linear term still averages to zero, but the quadratic term leaves

$$
\langle f\rangle=\frac13+\frac{s^2}{27}+O(s^4).
$$

A common axis favours its own valley pair on average, even though compression and stretching are equally likely. This bias varies as $1/T^2$ at high temperature, one power faster than the local deviation.

## The cold limit

For $s\gg1$ most regions have $|x|\gg1$. A compressed axis pair then holds nearly all electrons and a stretched one nearly none, so $D^2$ tends to the step function

$$
S(x)=\begin{cases}4/9,&x<0\\1/9,&x>0.\end{cases}
$$

The two signs are equally likely, hence $\langle S\rangle=5/18$ and $R\to\sqrt{5/18}=0.527$. This is the saturation value.

The first correction comes from regions with weak strain, which remain mixed. Let $\theta=1$ for $x<0$ and 0 for $x>0$. From $D^2=f^2-2f/3+1/9$ and $S=\theta-2\theta/3+1/9$, together with $f^2=f+f'$, the difference is

$$
D^2-S=f'+\frac13(f-\theta).
$$

It decays exponentially for $|x|\gg1$. To leading order the broad Gaussian can therefore be replaced by its central value $1/(s\sqrt{2\pi})$. The needed integrals are $\int f'\,dx=-1$ and

$$
\int(f-\theta)dx=-\int_{-\infty}^0\frac{2e^x}{1+2e^x}dx
+\int_0^\infty\frac{e^{-x}}{2+e^{-x}}dx
=-\ln3+\ln\frac32=-\ln2.
$$

Thus

$$
\langle D^2\rangle=\frac{5}{18}-\frac{1+\frac13\ln2}{\sqrt{2\pi}\,s}+O(s^{-3}).
$$

At 4 K this gives $0.278-0.188=0.090$, or $R=0.30$, which is 15% below the full value 0.353. Since $1/s=T/T_s$, the approach to saturation is linear in temperature. It is slow because the Gaussian always contains regions with strain too weak to polarize the valleys.

## What the imbalance does to transport

Let the scattering time be constant, equal in all valleys and the same for every direction of motion. Each valley then contributes to the conductivity in proportion to its population divided by its mass along the current. For current along $z$, the $z$ pair has mass $m_l$ and the others $m_t$. For current along $x$, the $x$ pair, with share $(1-f)/2$, has mass $m_l$; the remaining share $(1+f)/2$ has mass $m_t$. Therefore

$$
\frac{\sigma_z}{\sigma_x}=
\frac{f/m_l+(1-f)/m_t}{(1-f)/(2m_l)+(1+f)/(2m_t)}.
$$

Take $m_l=0.92$ and $m_t=0.19$ electron masses. For the compressed axis at $T_s$, $f=0.5761$. The numerator is $0.626+2.231=2.857$ and the denominator $0.230+4.148=4.378$, so the ratio is 0.653. Electrons gather in valleys that are heavy along the compressed axis. For the stretched axis the ratio is 1.319. At a population ratio of 1.1 with the axis compressed, it is 0.966, a local anisotropy of about 3%.

The direction-independent scattering time is a simplification. For screened charged impurities at $T_s$, an estimate in the Born approximation gives a time about three times longer for motion along a valley's heavy axis. This partly offsets the heavy mass and moves the ratio 0.653 to between about 0.84 and 0.88. The Born approximation requires $e^2/(4\pi\epsilon\hbar v)\ll1$, with $\epsilon$ the permittivity and $v$ the electron speed. For thermal electrons at $T_s$ this parameter is about 3 to 4, so these numbers only indicate how much anisotropic scattering can matter and are not a prediction for silicon.

These are local ratios, and they apply only to regions much larger than the mean free path. For a mobility of $10^5$ cm$^2$/(V s), that path is about 0.6 µm at $T_s$. An ensemble with equally likely axes has no preferred direction, and its large-scale conductivity is isotropic.

## Conditions, and the real material

The example describes lightly doped bulk silicon with $10^{14}$ free electrons per cm$^3$. Rough values of $\Xi_u$ from 8 to 10.5 eV move $T_s$ from 9.3 to 12.2 K. The strain itself needs little stress. For uniaxial stress $\sigma$ along $z$, Hooke's law reads

$$
\sigma=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_{xx},\qquad
0=C_{12}\varepsilon_{zz}+(C_{11}+C_{12})\varepsilon_{xx}.
$$

Subtraction gives $\sigma=(C_{11}-C_{12})\delta$. With rough constants 166 and 64 GPa, this is 10.2 MPa. The estimate also assumes that the electrons are not confined; the effect of confinement in a (001) channel is sized below.

**Free carriers.** At $T_s$, thermal equilibrium with $10^{15}$ donors per cm$^3$, each 45 meV deep, leaves only about $10^5$ free electrons per cm$^3$ if there are no acceptors, and far fewer in real material, which always contains some. The chosen density must come from light or injection. Light also creates holes, and at this temperature equilibrium would bind nearly all the pairs into excitons, whose binding energy is about 15 meV. The example therefore applies only to electrons that have not yet been bound or captured. Their charge must also be balanced by holes or ionized donors: spread evenly without such balance through a layer 1 µm thick, this density would produce a potential energy difference of about 19 meV between the middle and the faces, far above the strain splitting. The chosen density is far below the effective density of states, $1.8\times10^{17}$ cm$^{-3}$ at $T_s$; Fermi-Dirac statistics changes the compressed share by less than $10^{-4}$.

**Bound electrons.** Electrons on donors respond differently. Valley-orbit coupling makes their ground state $|g\rangle$ an equal mixture of six valleys, separated from the other combinations by a gap $G$, taken as a single rough value of 12 meV. Let $P$ project onto the axis pair, so the strain adds $\Delta P$. First-order perturbation theory mixes in the other states with amplitude $-\Delta P/G$, and the new share is

$$
\langle P\rangle=\frac13-\frac{2\Delta}{G}\left(\langle g|P^2|g\rangle-\langle g|P|g\rangle^2\right)
=\frac13-\frac{4\Delta}{9G}.
$$

Here $P^2=P$ and $\langle g|P|g\rangle=1/3$ were used. For $\Delta=-0.9$ meV the share is 0.367; diagonalizing the six-valley matrix gives 0.368. Comparison with the free-electron term $-2\Delta/(9k_BT)$ shows that $G/2$, here 6 meV, takes the place of $k_BT$, which is 0.9 meV at $T_s$. Frozen-out electrons therefore stay much closer to balance at this strain.

**Confinement.** In a (001) channel the surface field $F$ separates the valleys before strain acts. For a hard wall and potential energy $eFz$, the length $\ell=(\hbar^2/2m_\perp eF)^{1/3}$ turns the Schrödinger equation into Airy's equation, where $m_\perp$ is the mass normal to the surface. The wavefunction vanishes at the wall, and the first Airy zero gives

$$
E_0=2.338\,eF\ell=2.338\left(\frac{\hbar^2e^2F^2}{2m_\perp}\right)^{1/3}.
$$

At 0.01 MV/cm the levels are 8.1 meV for $m_l$ and 13.7 meV for $m_t$. Their difference, 5.6 meV, is six times the strain splitting. Even this weak field dominates, so the 10 K estimate does not describe valley balance in such a channel.

**Equilibration.** Phonons that carry electrons between different axes have energies of roughly 19 meV or more. Their thermal occupation at $T_s$ is about $7\times10^{-10}$, so absorption cannot maintain equilibrium quickly. Emission needs an electron with a comparable excess energy, which is similarly rare in equilibrium. The carriers must live long enough, or exchange valleys by another path such as impurity scattering. Otherwise the shares can retain values set while the carriers were hotter, and $T_s$ ceases to predict them.

**Spatial scale and shear.** The thermal wavelength for $m_t$ is 53 nm at $T_s$. A local valley energy requires strain that varies slowly over this length; finer variations are partly averaged by the electron wave. A shear strain $\varepsilon_{xy}=10^{-4}$ shifts the $z$ valley by $-2.6$ µeV in the band model, 0.3% of the main splitting. Doubling the shear multiplies the shift by 4.00, which confirms its second-order character. Internal displacement of the two atoms in the cell was left out of this estimate. Including it, with a rough internal-strain parameter of 0.53, nearly doubles the shift to between about $-4.5$ and $-4.9$ µeV, which is still only about 0.5% of the main splitting.

The numerical output below lists the inputs and results of the example.

## Numbers as computed

```
Input deformation potential Xi_u (rough): 9.0 eV
Input strain difference: 1.0e-04
Input masses m_l, m_t (rough): 0.92, 0.19 electron masses
Valley splitting: 0.900 meV
Temperature scale T_s: 10.44 K
T_s if Xi_u = 8.0 eV: 9.3 K
T_s if Xi_u = 10.5 eV: 12.2 K
Uniaxial [001] stress for this strain: 10.2 MPa
  from rough C11, C12: 166, 64 GPa
Band model: valley position 0.853 x 2pi/a
Band model (not fitted to strain) Xi_u: 10.37 eV
Band model: relative spread over three strains: 1.3e-04
Band model: z-valley shift, shear 1e-4: -2.55 ueV
Band model: shift ratio, doubled shear: 4.000
T (K) | share, axis compressed | share, axis stretched | rms dev.
   4.0 | 0.8719 | 0.0354 | 0.3530
  10.4 | 0.5761 | 0.1554 | 0.1973
  20.0 | 0.4574 | 0.2288 | 0.1121
  50.0 | 0.3812 | 0.2886 | 0.0462
 100.0 | 0.3569 | 0.3105 | 0.0232
 300.0 | 0.3411 | 0.3256 | 0.0077
Temperature for population ratio e: 10.4 K
Temperature for population ratio 2: 15.1 K
Temperature for population ratio 1.1: 109.6 K
Temperature for rms share deviation 0.10: 22.6 K
Temperature for rms share deviation 0.01: 232.0 K
Sampled mean shares x, y, z at T_s: 0.3335, 0.3331, 0.3334
Sampled rms share deviation at T_s: 0.1970
sigma_z/sigma_x at T_s, compressed: 0.653
sigma_z/sigma_x at T_s, stretched: 1.319
sigma_z/sigma_x at ratio 1.1, compressed: 0.966
Free-electron density chosen: 1.0e+14 cm^-3
Effective density of states, six valleys, T_s: 1.78e+17 cm^-3
Compressed share at T_s, Boltzmann: 0.57612
Compressed share at T_s, Fermi-Dirac: 0.57606
Donor density, depth (rough): 1e+15 cm^-3, 45 meV
Thermal free electrons from donors at T_s: 1.3e+05 cm^-3
Donor valley-orbit gap (rough): 12 meV
Donor ground-state share, axis compressed: 0.3679
(001) channel field: 0.01 MV/cm
Lowest levels with m_l, m_t: 8.09, 13.69 meV
Confinement valley splitting: 5.60 meV
Thermal wavelength (m_t) at T_s: 53 nm
Intervalley phonon energy (rough): 19 meV
Its thermal occupation at T_s: 6.8e-10
```
